# Two-centre 1s integrals of the hydrogen molecular ion in prolate spheroidal coordinates: a numerical check

```python
"""Two-centre 1s integrals of the hydrogen molecular ion, hartree atomic units.

Result under test, for a = exp(-ra)/sqrt(pi), b = exp(-rb)/sqrt(pi), and
protons a and b separated by R:
  S = <a|b>      = exp(-R) (1 + R + R^2/3)
  J = <a|1/rb|a> = 1/R - exp(-2R) (1 + 1/R)
  K = <a|1/rb|b> = exp(-R) (1 + R)
  E(+-) = -1/2 + 1/R - (J +- K)/(1 +- S)
xi = (ra+rb)/R and eta = (ra-rb)/R are prolate spheroidal coordinates.
A_n = integral of xi^n exp(-R xi) over xi from 1 to infinity.
B_n = integral of eta^n exp(-R eta) over eta from -1 to 1.
The reference integrals use spherical coordinates centred on proton b.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar


def closed_integrals(R):
    S = np.exp(-R) * (1 + R + R**2 / 3)
    J = 1 / R - np.exp(-2 * R) * (1 + 1 / R)
    K = np.exp(-R) * (1 + R)
    return S, J, K


def closed_energies(R):
    S, J, K = closed_integrals(R)
    return (-0.5 + 1 / R - (J + K) / (1 + S),
            -0.5 + 1 / R - (J - K) / (1 - S))


def auxiliary_integrals(R):
    e = np.exp(-R)
    A = [e / R, e * (1 / R + 1 / R**2), e * (1 / R + 2 / R**2 + 2 / R**3)]
    B = [2 * np.sinh(R) / R,
         2 * np.sinh(R) / R**2 - 2 * np.cosh(R) / R]
    return A, B


NODES, WEIGHTS = np.polynomial.legendre.leggauss(120)


def reference_integrals(R):
    """Direct quadrature: S, J, K, K with 1/ra, and the 2x2 matrices."""
    # cos(theta) = 1 - t^2 resolves the cusp at proton a; r is split at R.
    t = np.sqrt(2) * (NODES + 1) / 2
    wt = np.sqrt(2) * WEIGHTS / 2
    total = {}
    for low, high in ((0.0, R), (R, R + 40.0)):
        r = low + (high - low) * (NODES + 1) / 2
        wr = (high - low) * WEIGHTS / 2
        rb = r[:, None]
        ra = np.sqrt((rb - R)**2 + 2 * rb * R * t[None, :]**2)
        volume = 2 * np.pi * rb**2 * wr[:, None] * (2 * t * wt)[None, :]
        a = np.exp(-ra) / np.sqrt(np.pi)
        b = np.exp(-rb) / np.sqrt(np.pi)
        cos_between = (ra**2 + rb**2 - R**2) / (2 * ra * rb)
        integrands = {
            "aa": a * a, "bb": b * b, "ab": a * b,
            "aa/ra": a * a / ra, "aa/rb": a * a / rb,
            "bb/ra": b * b / ra, "bb/rb": b * b / rb,
            "ab/ra": a * b / ra, "ab/rb": a * b / rb,
            # Half the scalar product of the orbital gradients.
            "Taa": a * a / 2, "Tbb": b * b / 2,
            "Tab": a * b * cos_between / 2,
        }
        for name, values in integrands.items():
            total[name] = total.get(name, 0.0) + np.sum(volume * values)
    H = {}
    for p in ("aa", "bb", "ab"):
        H[p] = (total["T" + p] - total[p + "/ra"] - total[p + "/rb"]
                + total[p] / R)
    hamiltonian = np.array([[H["aa"], H["ab"]], [H["ab"], H["bb"]]])
    overlap = np.array([[total["aa"], total["ab"]],
                        [total["ab"], total["bb"]]])
    return (total["ab"], total["aa/rb"], total["ab/rb"], total["ab/ra"],
            hamiltonian, overlap)


# Coordinate map and volume element, using rho d(rho) = d(rho^2/2).
Rs, xi, eta = sp.symbols("R xi eta", positive=True)
z = Rs * xi * eta / 2
rho2 = Rs**2 * (xi**2 - 1) * (1 - eta**2) / 4
assert sp.expand(rho2 + (z + Rs / 2)**2 - (Rs * (xi + eta) / 2)**2) == 0
assert sp.expand(rho2 + (z - Rs / 2)**2 - (Rs * (xi - eta) / 2)**2) == 0
jacobian = sp.Matrix([z, rho2 / 2]).jacobian([xi, eta]).det()
assert sp.expand(jacobian + Rs**3 * (xi**2 - eta**2) / 8) == 0

# Auxiliary integrals, their assembly, and the three closed forms.
largest_error = 0.0
largest_energy_error = 0.0
for R in (0.5, 1.3, 2.0, 5.0):
    A, B = auxiliary_integrals(R)
    for n in range(3):
        value = quad(lambda x: x**n * np.exp(-R * x), 1, np.inf,
                     epsabs=1e-12, epsrel=1e-11)[0]
        assert abs(value - A[n]) < 1e-8
    for n in range(2):
        value = quad(lambda x: x**n * np.exp(-R * x), -1, 1,
                     epsabs=1e-12, epsrel=1e-11)[0]
        assert abs(value - B[n]) < 1e-8
    S, J, K, K_other, hamiltonian, overlap = reference_integrals(R)
    assembled = (R**3 / 2 * (A[2] - A[0] / 3),
                 R**2 / 2 * (A[1] * B[0] + A[0] * B[1]),
                 R**2 * A[1])
    assert np.allclose(assembled, (S, J, K), rtol=0, atol=1e-7)
    errors = np.abs(np.array(closed_integrals(R)) - np.array([S, J, K]))
    largest_error = max(largest_error, errors.max())
    assert errors.max() < 1e-7
    assert abs(K - K_other) < 1e-6
    # Matrix elements and energies from kinetic plus potential integrals.
    Sc, Jc, Kc = closed_integrals(R)
    assert abs(hamiltonian[0, 0] - (-0.5 + 1 / R - Jc)) < 1e-6
    assert abs(hamiltonian[0, 1] - ((-0.5 + 1 / R) * Sc - Kc)) < 1e-6
    levels = eigh(hamiltonian, overlap, eigvals_only=True)
    level_error = np.abs(levels - np.sort(closed_energies(R))).max()
    largest_energy_error = max(largest_energy_error, level_error)
    # Division by 1-S amplifies quadrature errors at small R.
    assert level_error < 1e-5
    # Diagonal and off-diagonal brackets in the binding energy.
    assert abs(1 / R - J - np.exp(-2 * R) * (1 + 1 / R)) < 1e-7
    assert abs(S / R - K - np.exp(-R) * (1 / R - 2 * R / 3)) < 1e-6

# Leading small-R behaviour; the next terms are of relative order R.
small_R = 0.05
small_values = np.array(reference_integrals(small_R)[:3])
curvatures = (small_values - 1) / small_R**2
assert np.allclose(curvatures, [-1 / 6, -2 / 3, -1 / 2], rtol=0, atol=0.05)

# The off-diagonal bracket changes sign at sqrt(3/2).
crossing = np.sqrt(1.5)
for shift, sign in ((-0.02, 1), (0.02, -1)):
    trial = crossing + shift
    S, J, K = reference_integrals(trial)[:3]
    assert sign * (S / trial - K) > 0

# Minimum of the bonding curve, checked against direct diagonalization.
fit = minimize_scalar(lambda x: closed_energies(x)[0], bounds=(1.0, 6.0),
                      method="bounded", options={"xatol": 1e-9})
R_min, E_min = fit.x, fit.fun


def reference_ground(R):
    matrices = reference_integrals(R)[4:]
    return eigh(*matrices, eigvals_only=True)[0]


E_reference = reference_ground(R_min)
assert abs(E_reference - E_min) < 1e-6
assert reference_ground(R_min - 0.05) > E_reference
assert reference_ground(R_min + 0.05) > E_reference
binding = -0.5 - E_min
assert binding > 0

# Worked example.
R = 2.0
A, B = auxiliary_integrals(R)
S, J, K = closed_integrals(R)
S_ref, J_ref, K_ref = reference_integrals(R)[:3]
E_plus, E_minus = closed_energies(R)
assert E_plus < -0.5 < E_minus
hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10

print(f"R = {R:.1f} bohr")
for n in range(3):
    print(f"A_{n} = {A[n]:.6f} (dimensionless)")
for n in range(2):
    print(f"B_{n} = {B[n]:.6f} (dimensionless)")
print(f"S, closed form = {S:.6f} (dimensionless)")
print(f"S, direct quadrature = {S_ref:.6f} (dimensionless)")
print(f"J, closed form = {J:.6f} hartree")
print(f"J, direct quadrature = {J_ref:.6f} hartree")
print(f"K, closed form = {K:.6f} hartree")
print(f"K, direct quadrature = {K_ref:.6f} hartree")
print(f"1/R = {1 / R:.6f} hartree")
print(f"diagonal bracket 1/R - J = {1 / R - J:.6f} hartree")
print(f"S/R = {S / R:.6f} hartree")
print(f"off-diagonal bracket S/R - K = {S / R - K:.6f} hartree")
print(f"H_aa = {-0.5 + 1 / R - J:.6f} hartree")
print(f"H_ab = {(-0.5 + 1 / R) * S - K:.6f} hartree")
print(f"E_plus = {E_plus:.6f} hartree")
print(f"E_minus = {E_minus:.6f} hartree")
print(f"E_plus + 1/2 = {E_plus + 0.5:.6f} hartree")
print(f"E_minus + 1/2 = {E_minus + 0.5:.6f} hartree")
print(f"sign change of S/R - K at R = {crossing:.4f} bohr")
print(f"R at minimum of E_plus = {R_min:.4f} bohr")
print(f"R at minimum, converted = {R_min * bohr_angstrom:.4f} angstrom")
print(f"E_plus at minimum = {E_min:.6f} hartree")
print(f"binding energy = {binding:.6f} hartree")
print(f"binding energy, converted = {binding * hartree_ev:.4f} eV")
print(f"largest error of S, J, K in tests = {largest_error:.1e} a.u.")
print(f"largest energy error in tests = {largest_energy_error:.1e} hartree")
print("tests ok")
```

Output:

```
R = 2.0 bohr
A_0 = 0.067668 (dimensionless)
A_1 = 0.101501 (dimensionless)
A_2 = 0.169169 (dimensionless)
B_0 = 3.626860 (dimensionless)
B_1 = -1.948765 (dimensionless)
S, closed form = 0.586453 (dimensionless)
S, direct quadrature = 0.586453 (dimensionless)
J, closed form = 0.472527 hartree
J, direct quadrature = 0.472527 hartree
K, closed form = 0.406006 hartree
K, direct quadrature = 0.406006 hartree
1/R = 0.500000 hartree
diagonal bracket 1/R - J = 0.027473 hartree
S/R = 0.293226 hartree
off-diagonal bracket S/R - K = -0.112779 hartree
H_aa = -0.472527 hartree
H_ab = -0.406006 hartree
E_plus = -0.553771 hartree
E_minus = -0.160854 hartree
E_plus + 1/2 = -0.053771 hartree
E_minus + 1/2 = 0.339146 hartree
sign change of S/R - K at R = 1.2247 bohr
R at minimum of E_plus = 2.4928 bohr
R at minimum, converted = 1.3191 angstrom
E_plus at minimum = -0.564831 hartree
binding energy = 0.064831 hartree
binding energy, converted = 1.7641 eV
largest error of S, J, K in tests = 1.5e-13 a.u.
largest energy error in tests = 1.2e-07 hartree
tests ok
```
